**Interface structure and the Schottky barrier**

For two interface structures of one metal–semiconductor pair, the n-type barriers differ by \(e^2\Delta(\sum zN)/(\varepsilon_0S)\). Here \(N\) is the number of excess electrons per layer and cell, \(z\) the layer position from metal to semiconductor, and \(S\) the cell area. The program solves a layered lattice model self-consistently and asserts that this dipole formula agrees with the barrier difference read from the levels. It also asserts that turning the metal leaves its free work function unchanged, and that the barrier difference vanishes when only nearest-layer hopping is kept. The output shows model barriers of 0.630 and 0.685 eV, while the Schottky–Mott rule gives 0.746 eV for both. A second part uses rough inputs for type A and type B NiSi₂ on n-type Si(111), where 0.14 eV changes the thermionic current by a factor of 225 at 300 K. Further assertions cover the emission ratio, depletion width, image-force lowering, disk potential and pinch-off radius. The lattice model uses round parameters and does not predict the NiSi₂ barriers.

## Verification by program

```python
"""
Result under test: the Schottky barrier of a given metal/semiconductor pair
depends on interface structure, and for two structures of the same pair
    barrier(B) - barrier(A) = e^2/(eps0*S) * change of sum(z*N),
N = excess electrons per layer and cell, S = cell area, z = layer position
(from metal to semiconductor).  A layered lattice model is solved with its own
electrostatics; type B has the metal turned by 180 degrees about the normal.
The second part sizes the device effects of a 0.14 eV difference on n-type Si.
Energies in eV, lengths in nm unless a name says otherwise.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erfc

# ---------------- lattice model: round parameters ----------------
ROW = 0.40          # period along the interface
SPACING = 0.20      # distance between layers
SHIFT = 1.0 / 3.0   # sideways shift per layer, in units of ROW
AREA = 0.13         # interface cell area, nm^2
DECAY = 0.10        # decay length of hopping
D_REF = np.hypot(SHIFT * ROW, SPACING)   # shortest interlayer bond
SMEAR = 0.15        # Gaussian smearing of occupations
N_K = 16
COULOMB = sc.e / (sc.epsilon_0 * AREA * 1e-9)   # eV per nm per electron
# orbital kinds: 0 metal, 1 valence-like, 2 conduction-like (odd along z)
EVEN = np.array([[-0.6, -0.6, 0.0], [-0.6, 0.4, 0.0], [0.0, 0.0, -0.4]])
ODD = np.array([[0.0, 0.0, 0.6], [0.0, 0.0, 0.6], [-0.6, -0.6, 0.0]])
LEVEL = np.array([-4.7, -4.6 - 2.3, -4.6 + 2.3])


def bulk_bands(kinds, n=48):
    """Bands of the infinite crystal at zero average potential."""
    grid = 2 * np.pi * np.arange(n) / n
    kx, kz = np.meshgrid(grid, grid, indexing="ij")
    pick = np.ix_(kinds, kinds)
    ham = np.zeros((n, n, len(kinds), len(kinds)), complex)
    ham += np.diag(LEVEL[kinds])
    for layer in range(-2, 3):
        for image in range(-4, 5):
            if layer == 0 and image == 0:
                continue
            along = (SHIFT * layer + image) * ROW
            dz = layer * SPACING
            dist = np.hypot(along, dz)
            amp = np.exp(-(dist - D_REF) / DECAY) * (EVEN[pick] + ODD[pick] * dz / dist)
            phase = np.exp(1j * (kx * along / ROW + kz * layer))
            ham += phase[..., None, None] * amp
    return np.linalg.eigvalsh(ham)


def solve_film(n_metal, n_semi, twin, reach=2):
    """Self-consistent film: metal left, semiconductor right, Fermi level 0."""
    layers = np.arange(-n_metal, n_semi)
    x = SHIFT * layers * ROW
    if twin:
        x = np.where(layers < 0, -SHIFT * (layers + 2) * ROW, x)
    z = layers * SPACING
    site, kind = [], []
    for i, layer in enumerate(layers):
        for orbital in ((0,) if layer < 0 else (1, 2)):
            site.append(i)
            kind.append(orbital)
    site, kind = np.array(site), np.array(kind)
    n_orb, n_site = len(site), len(layers)
    to_site = np.zeros((n_site, n_orb))
    to_site[site, np.arange(n_orb)] = 1.0
    neutral = np.where(layers < 0, 1.0, 2.0)
    k = np.pi * (np.arange(N_K) + 0.5) / N_K
    dx = x[site][None, :] - x[site][:, None]
    dz = z[site][None, :] - z[site][:, None]
    pick = np.ix_(kind, kind)
    ham = np.zeros((N_K, n_orb, n_orb), complex)
    for image in range(-4, 5):
        along = dx + image * ROW
        dist = np.hypot(along, dz)
        allowed = (dist > 1e-9) & (np.abs(dz) < (reach + 0.5) * SPACING)
        safe = np.where(dist > 1e-9, dist, 1.0)
        amp = np.exp(-(safe - D_REF) / DECAY) * (EVEN[pick] + ODD[pick] * dz / safe)
        amp = np.where(allowed, amp, 0.0)
        ham += amp * np.exp(1j * k[:, None, None] * along / ROW)
    kernel = -0.5 * COULOMB * np.abs(z[:, None] - z[None, :])

    def evaluate(u):
        potential = u[-1] + kernel @ u[:-1]
        energy, vec = np.linalg.eigh(ham + np.diag(LEVEL[kind] + potential[site]))
        occ = erfc(energy / SMEAR)          # includes both spins
        dens = np.einsum("kam,km->a", np.abs(vec) ** 2, occ) / N_K
        residual = np.append(to_site @ dens - neutral - u[:-1], u[:-1].sum())
        return residual, energy, vec, occ

    def response(energy, vec, occ):
        chi = np.zeros((n_orb, n_orb))
        for e, c, f in zip(energy, vec, occ):
            gap = e[:, None] - e[None, :]
            close = np.abs(gap) < 1e-5
            mean = 0.5 * (e[:, None] + e[None, :])
            slope = -2 / (SMEAR * np.sqrt(np.pi)) * np.exp(-(mean / SMEAR) ** 2)
            ratio = np.where(close, slope,
                             (f[:, None] - f[None, :]) / np.where(close, 1.0, gap))
            pair = (c.conj()[:, :, None] * c[:, None, :]).reshape(n_orb, -1)
            chi += ((pair * ratio.ravel()) @ pair.conj().T).real
        return to_site @ chi @ to_site.T / N_K

    u = np.zeros(n_site + 1)
    u[-1] = 4.6
    state = evaluate(u)
    for _ in range(60):
        if np.max(np.abs(state[0])) < 1e-10:
            break
        chi = response(*state[1:])
        jac = np.zeros((n_site + 1, n_site + 1))
        jac[:-1, :-1] = chi @ kernel - np.eye(n_site)
        jac[:-1, -1] = chi.sum(axis=1)
        jac[-1, :-1] = 1.0
        step = np.linalg.solve(jac, -state[0])
        scale, old = 1.0, np.linalg.norm(state[0])
        trial = evaluate(u + step)
        while np.linalg.norm(trial[0]) > old * (1 - 0.1 * scale) and scale > 1e-3:
            scale *= 0.5
            trial = evaluate(u + scale * step)
        u, state = u + scale * step, trial
    assert np.max(np.abs(state[0])) < 1e-9, "self-consistency not reached"
    excess = u[:-1]
    moment = z @ excess
    return dict(layers=layers, potential=u[-1] + kernel @ excess, excess=excess,
                moment=moment, vac_left=u[-1] - 0.5 * COULOMB * moment,
                vac_right=u[-1] + 0.5 * COULOMB * moment)


def far_potential(film):
    inside = (film["layers"] >= 7) & (film["layers"] <= 10)
    values = film["potential"][inside]
    assert np.ptp(values) < 0.02, "semiconductor bands are not flat"
    return values.mean()


semi = bulk_bands([1, 2])
edge_v, edge_c = semi[..., 0].max(), semi[..., 1].min()
model_gap = edge_c - edge_v
assert model_gap > 1.0
metal_band = bulk_bands([0])
metal_fermi = brentq(lambda m: np.mean(erfc((metal_band - m) / SMEAR)) - 1, -9, 0)

film_a, film_b = solve_film(14, 16, False), solve_film(14, 16, True)
barrier_a = far_potential(film_a) + edge_c
barrier_b = far_potential(film_b) + edge_c
model_diff = barrier_b - barrier_a
dipole_diff = COULOMB * (film_b["moment"] - film_a["moment"])
assert 0 < barrier_a < model_gap and 0 < barrier_b < model_gap
assert abs(model_diff) > 0.005
# finite metal thickness leaves a small change of the outer metal surface
assert abs(dipole_diff - model_diff) < 0.15 * abs(model_diff)

# deep in the metal the potential must agree with the separate bulk result
misfit = []
for film in (film_a, film_b):
    middle = (film["layers"] >= -9) & (film["layers"] <= -6)
    misfit.append(film["potential"][middle].mean() + metal_fermi)
assert max(np.abs(misfit)) < 0.05

free_a, free_b = solve_film(14, 0, False), solve_film(14, 0, True)
work_a, work_b = free_a["vac_left"], free_b["vac_left"]
assert abs(work_a - work_b) < 1e-6
affinity = film_a["vac_right"] - (far_potential(film_a) + edge_c)
schottky_mott = work_a - affinity

thick_a, thick_b = solve_film(20, 16, False), solve_film(20, 16, True)
thick_diff = far_potential(thick_b) - far_potential(thick_a)
assert abs(thick_diff - model_diff) < 0.3 * abs(model_diff)

near_a, near_b = solve_film(14, 16, False, 1), solve_film(14, 16, True, 1)
near_diff = far_potential(near_b) - far_potential(near_a)
assert abs(near_diff) < 1e-6

# ---------------- device example: rough typical values ----------------
PHI_A, PHI_B, GAP_SI = 0.65, 0.79, 1.12
TEMP, DOPING, N_C = 300.0, 1e16, 2.8e19        # K, cm^-3, cm^-3
RICHARDSON = 110.0                           # A/(cm^2 K^2), effective
LATTICE_SI, EPS_R = 0.543, 11.7
M_LONG, M_TRANS = 0.92, 0.19                   # electron masses of Si
k_ev = sc.k / sc.e
kt = k_ev * TEMP
delta = PHI_B - PHI_A
cell = np.sqrt(3) / 4 * LATTICE_SI ** 2
dipole_cell = sc.epsilon_0 * delta * cell * 1e-9 / sc.e    # e nm
bond = np.sqrt(3) / 4 * LATTICE_SI

j_a = RICHARDSON * TEMP ** 2 * np.exp(-PHI_A / kt)
j_b = RICHARDSON * TEMP ** 2 * np.exp(-PHI_B / kt)


def fermi_flux(phi):
    return quad(lambda s: np.log1p(np.exp(-phi / kt - s)), 0, 50, epsabs=0)[0]


assert abs(fermi_flux(PHI_A) / fermi_flux(PHI_B) / np.exp(delta / kt) - 1) < 1e-6
ratio_400 = np.exp(delta / (k_ev * 400.0))
fraction = 0.01
j_mix = fraction * j_a + (1 - fraction) * j_b
phi_mix = kt * np.log(RICHARDSON * TEMP ** 2 / j_mix)
equal_fraction = brentq(lambda f: f * j_a - (1 - f) * j_b, 0, 1)

eps = EPS_R * sc.epsilon_0
zeta = kt * np.log(N_C / DOPING)
mass_111 = 3 / (1 / M_LONG + 2 / M_TRANS)


def depletion(phi):
    """Band bending (V), width (nm), largest field (V/nm)."""
    bend = phi - zeta
    width = np.sqrt(2 * eps * bend / (sc.e * DOPING * 1e6)) * 1e9
    check = quad(lambda s: sc.e * DOPING * 1e6 / eps * s * 1e-18, 0, width)[0]
    assert abs(check / bend - 1) < 1e-8
    return bend, width, 2 * bend / width


def image_lowering(field):
    formula = np.sqrt(sc.e * field * 1e9 / (4 * np.pi * eps))
    coef = sc.e / (16 * np.pi * eps) * 1e9       # V nm
    best = minimize_scalar(lambda s: coef / s + field * s, bounds=(0.05, 100),
                           method="bounded", options={"xatol": 1e-8})
    assert abs(best.fun / formula - 1) < 1e-6
    return formula


def tunnel_gain(bend, width):
    """WKB current through and over the parabolic barrier / current over it."""
    node, weight = np.polynomial.legendre.leggauss(80)
    depth = np.linspace(0, bend, 3001)
    turn = width * (1 - np.sqrt(np.maximum(1 - depth / bend, 0)))
    pos = 0.5 * turn[:, None] * (node + 1)
    height = np.maximum(bend * (1 - pos / width) ** 2 - (bend - depth[:, None]), 0)
    kappa = np.sqrt(2 * mass_111 * sc.m_e * sc.e * height) / sc.hbar * 1e-9
    action = 0.5 * turn * (kappa @ weight)
    integrand = np.exp(depth / kt - 2 * action)
    area = np.sum(0.5 * (integrand[1:] + integrand[:-1]) * np.diff(depth))
    return 1 + area / kt


bend_a, width_a, field_a = depletion(PHI_A)
bend_b, width_b, field_b = depletion(PHI_B)
image_a, image_b = image_lowering(field_a), image_lowering(field_b)
gain_a, gain_b = tunnel_gain(bend_a, width_a), tunnel_gain(bend_b, width_b)

# ideal prefactor for six anisotropic valleys, emission along [111]
valley_factor = 6 * np.sqrt((M_TRANS ** 2 + 2 * M_LONG * M_TRANS) / 3)
free_richardson = 4 * np.pi * sc.e * sc.m_e * sc.k ** 2 / sc.h ** 3 * 1e-4
prefactor_shift = kt * np.log(valley_factor * free_richardson / RICHARDSON)

# low-barrier disk (type A) inside a type B contact
for radius, height in ((10.0, 4.0), (30.0, 50.0)):
    kernel_sum = quad(lambda r: height * r / (r * r + height ** 2) ** 1.5, 0, radius)[0]
    assert abs(kernel_sum - (1 - height / np.hypot(height, radius))) < 1e-8


def disk_barrier(radius):
    s = np.linspace(0, width_b, 200001)
    energy = zeta + bend_b * (1 - s / width_b) ** 2
    return np.max(energy - delta * (1 - s / np.hypot(s, radius)))


radius_c = delta * width_b / (2 * bend_b)
assert abs(disk_barrier(1.1 * radius_c) - PHI_A) < 1e-6
assert disk_barrier(0.9 * radius_c) > PHI_A + 1e-4

# ---------------- output ----------------
print("LATTICE MODEL (round parameters, not NiSi2)")
print(f"row period, layer spacing: {ROW:.2f}, {SPACING:.2f} nm")
print(f"cell area: {AREA:.2f} nm^2; hopping decay length: {DECAY:.2f} nm")
print(f"occupation smearing: {SMEAR:.2f} eV")
print(f"semiconductor gap: {model_gap:.3f} eV")
print(f"free metal work function, A and B: {work_a:.4f}, {work_b:.4f} eV")
print(f"electron affinity: {affinity:.3f} eV")
print(f"Schottky-Mott barrier, same for A and B: {schottky_mott:.3f} eV")
print(f"self-consistent barrier A: {barrier_a:.4f} eV")
print(f"self-consistent barrier B: {barrier_b:.4f} eV")
print(f"B minus A from levels: {1e3*model_diff:.2f} meV")
print(f"B minus A from layer dipoles: {1e3*dipole_diff:.2f} meV")
print(f"B minus A, metal 20 instead of 14 layers: {1e3*thick_diff:.2f} meV")
print(f"B minus A, nearest-layer hopping only: {1e3*near_diff:.5f} meV")
print(f"bulk alignment misfit in metal, A and B: {1e3*misfit[0]:.1f}, {1e3*misfit[1]:.1f} meV")
for name, film in (("A", film_a), ("B", film_b)):
    near = film["excess"][12:17]
    print(f"excess electrons, layers -2..2, {name}: " + " ".join(f"{v:+.4f}" for v in near))
print("DEVICE EXAMPLE (rough inputs, n-type Si(111))")
print(f"barriers A, B: {PHI_A:.2f}, {PHI_B:.2f} eV; difference {delta:.2f} eV")
print(f"temperature: {TEMP:.0f} K; kT: {1e3*kt:.2f} meV")
print(f"doping: {DOPING:.1e} cm^-3; doping/N_C: {DOPING/N_C:.1e}")
print(f"Si(111) cell area: {cell:.4f} nm^2")
print(f"dipole change per cell: {dipole_cell:.5f} e nm")
print(f"equal to charge {dipole_cell/bond:.4f} e moved by one bond of {bond:.3f} nm")
print(f"effective Richardson constant: {RICHARDSON:.0f} A/(cm^2 K^2)")
print(f"saturation current A, B: {j_a:.2e}, {j_b:.2e} A/cm^2")
print(f"current ratio A/B at 300 K: {j_a/j_b:.0f}; at 400 K: {ratio_400:.0f}")
print(f"p-type barriers A, B (gap {GAP_SI:.2f} eV): {GAP_SI-PHI_A:.2f}, {GAP_SI-PHI_B:.2f} eV")
print(f"apparent barrier, {100*fraction:.0f} % A in B, wide domains: {phi_mix:.3f} eV")
print(f"area fraction of A that carries half the current: {100*equal_fraction:.2f} %")
print(f"Fermi level below band edge in bulk Si: {zeta:.3f} eV")
print(f"band bending A, B: {bend_a:.3f}, {bend_b:.3f} eV")
print(f"depletion width A, B: {width_a:.0f}, {width_b:.0f} nm")
print(f"largest field A, B: {10*field_a:.4f}, {10*field_b:.4f} MV/cm")
print(f"pinch-off radius of an A disk in B: {radius_c:.1f} nm")
for radius in (5.0, 15.0, 50.0):
    print(f"barrier on axis of A disk, radius {radius:.0f} nm: {disk_barrier(radius):.3f} eV")
print("NEGLECTED EFFECTS")
print(f"image-force lowering A, B: {1e3*image_a:.1f}, {1e3*image_b:.1f} meV")
print(f"tunnelling mass along [111]: {mass_111:.3f} electron masses")
print(f"WKB current gain A, B: {gain_a:.3f}, {gain_b:.3f}")
print(f"as barrier lowering A, B: {1e3*kt*np.log(gain_a):.1f}, {1e3*kt*np.log(gain_b):.1f} meV")
print(f"ideal anisotropic prefactor: {valley_factor*free_richardson:.0f} A/(cm^2 K^2)")
print(f"common barrier shift from that prefactor: {1e3*prefactor_shift:.1f} meV")
print("verified")
```

Running it gives:

```
LATTICE MODEL (round parameters, not NiSi2)
row period, layer spacing: 0.40, 0.20 nm
cell area: 0.13 nm^2; hopping decay length: 0.10 nm
occupation smearing: 0.15 eV
semiconductor gap: 1.524 eV
free metal work function, A and B: 4.5845, 4.5845 eV
electron affinity: 3.838 eV
Schottky-Mott barrier, same for A and B: 0.746 eV
self-consistent barrier A: 0.6296 eV
self-consistent barrier B: 0.6851 eV
B minus A from levels: 55.46 meV
B minus A from layer dipoles: 55.46 meV
B minus A, metal 20 instead of 14 layers: 55.28 meV
B minus A, nearest-layer hopping only: 0.00000 meV
bulk alignment misfit in metal, A and B: -2.6, -2.6 meV
excess electrons, layers -2..2, A: -0.0008 +0.0019 +0.0002 -0.0013 -0.0000
excess electrons, layers -2..2, B: -0.0008 -0.0006 +0.0027 -0.0014 -0.0000
DEVICE EXAMPLE (rough inputs, n-type Si(111))
barriers A, B: 0.65, 0.79 eV; difference 0.14 eV
temperature: 300 K; kT: 25.85 meV
doping: 1.0e+16 cm^-3; doping/N_C: 3.6e-04
Si(111) cell area: 0.1277 nm^2
dipole change per cell: 0.00099 e nm
equal to charge 0.0042 e moved by one bond of 0.235 nm
effective Richardson constant: 110 A/(cm^2 K^2)
saturation current A, B: 1.19e-04, 5.30e-07 A/cm^2
current ratio A/B at 300 K: 225; at 400 K: 58
p-type barriers A, B (gap 1.12 eV): 0.47, 0.33 eV
apparent barrier, 1 % A in B, wide domains: 0.760 eV
area fraction of A that carries half the current: 0.44 %
Fermi level below band edge in bulk Si: 0.205 eV
band bending A, B: 0.445, 0.585 eV
depletion width A, B: 240, 275 nm
largest field A, B: 0.0371, 0.0425 MV/cm
pinch-off radius of an A disk in B: 32.9 nm
barrier on axis of A disk, radius 5 nm: 0.735 eV
barrier on axis of A disk, radius 15 nm: 0.688 eV
barrier on axis of A disk, radius 50 nm: 0.650 eV
NEGLECTED EFFECTS
image-force lowering A, B: 21.4, 22.9 meV
tunnelling mass along [111]: 0.258 electron masses
WKB current gain A, B: 1.487, 1.550
as barrier lowering A, B: 10.2, 11.3 meV
ideal anisotropic prefactor: 259 A/(cm^2 K^2)
common barrier shift from that prefactor: 22.1 meV
verified
```
